# Bond-angle strain energy of amorphous silicon from the Keating potential: a program that tests the result

```python
"""
Result under test: a fourfold network with rms bond-angle deviation sigma
stores about E = 2*beta*d^2*sigma^2 = (3/4)*(C11-C12)*V*sigma^2 per atom.
Keating energy, with every bond and every angle counted once:
  U = 3*alpha/(8 d^2) sum_bonds (r.r-d^2)^2
    + 3*beta/(8 d^2) sum_angles (r.r'+d^2/3)^2
d: bond length; alpha, beta: stretching and bending constants;
V: crystal volume per atom; C11, C12: elastic constants; B: bulk modulus.
sigma is measured from the tetrahedral angle, in radians in the formula.
Energies are in eV and lengths in angstrom.
The three material inputs are rough two-figure sizes for silicon.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
d = 2.4
shear_difference = 0.62   # C11-C12, eV/angstrom^3
bulk_modulus = 0.61       # eV/angstrom^3
beta = shear_difference * d / np.sqrt(3)
alpha = (4 * np.sqrt(3) * d * bulk_modulus - beta) / 3
volume = 8 * d**3 / (3 * np.sqrt(3))
theta0 = np.arccos(-1 / 3)
PAIRS = np.triu_indices(4, 1)
OFF_DIAGONAL = 1 - np.eye(4)


def estimate(sigma):
    return 2 * beta * d**2 * sigma**2


def energy_parts(r):
    """Stretching and bending energy of each atom from its 4 bond vectors.

    Half of each bond's stretching energy belongs to each end.
    """
    gram = r @ np.swapaxes(r, -1, -2)
    squares = np.diagonal(gram, axis1=-2, axis2=-1)
    dots = gram[..., PAIRS[0], PAIRS[1]]
    stretch = 3 * alpha / (16 * d**2) * np.sum((squares - d**2)**2, axis=-1)
    bend = 3 * beta / (8 * d**2) * np.sum((dots + d**2 / 3)**2, axis=-1)
    return stretch, bend


def unit(v):
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def bond_angles(r):
    u = unit(r)
    cosines = (u @ np.swapaxes(u, -1, -2))[..., PAIRS[0], PAIRS[1]]
    return np.arccos(np.clip(cosines, -1, 1))


def rms_deviation(r):
    return np.sqrt(np.mean((bond_angles(r) - theta0)**2))


def bond_vectors(x, neighbours, box):
    r = x[neighbours] - x[:, None, :]
    return r - box * np.round(r / box)


def energy_gradient(flat, neighbours, box):
    x = flat.reshape(-1, 3)
    r = bond_vectors(x, neighbours, box)
    gram = r @ np.swapaxes(r, 1, 2)
    length_error = np.diagonal(gram, axis1=1, axis2=2) - d**2
    angle_error = (gram + d**2 / 3) * OFF_DIAGONAL
    energy = (3 * alpha / (16 * d**2) * np.sum(length_error**2)
              + 3 * beta / (16 * d**2) * np.sum(angle_error**2))
    slope = (3 * alpha / (4 * d**2) * length_error[..., None] * r
             + 3 * beta / (4 * d**2) * (angle_error @ r))
    gradient = -slope.sum(axis=1)
    np.add.at(gradient, neighbours, slope)
    return energy, gradient.ravel()


def relax(x, neighbours, box, steps=250, ftol=1e-9, gtol=1e-4):
    result = minimize(energy_gradient, x.ravel(), args=(neighbours, box),
                      jac=True, method="L-BFGS-B",
                      options={"maxiter": steps, "ftol": ftol, "gtol": gtol})
    return result.x.reshape(-1, 3), result.fun


# Periodic diamond crystal with 64 atoms
lattice = 4 * d / np.sqrt(3)
basis = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]]) / 4
basis = np.vstack([basis, basis + 0.25])
cells = np.array([[i, j, k] for i in range(2)
                  for j in range(2) for k in range(2)])
crystal = lattice * (cells[:, None, :] + basis).reshape(-1, 3)
cube = 2 * lattice * np.ones(3)
separation = crystal[None, :, :] - crystal[:, None, :]
separation -= cube * np.round(separation / cube)
distance = np.linalg.norm(separation, axis=-1)
np.fill_diagonal(distance, np.inf)
crystal_neighbours = np.argsort(distance, axis=1)[:, :4]
atoms = len(crystal)
assert np.all(np.sum(distance < 1.1 * d, axis=1) == 4)
assert abs(np.prod(cube) / atoms - volume) < 1e-9
assert energy_gradient(crystal.ravel(), crystal_neighbours, cube)[0] < 1e-18

rng = np.random.default_rng(7)

# Analytic gradient against a finite difference
trial = (crystal + 0.1 * rng.normal(size=crystal.shape)).ravel()
direction = rng.normal(size=trial.size)
h = 1e-5
upper = energy_gradient(trial + h * direction, crystal_neighbours, cube)[0]
lower = energy_gradient(trial - h * direction, crystal_neighbours, cube)[0]
slope = energy_gradient(trial, crystal_neighbours, cube)[1] @ direction
assert abs((upper - lower) / (2 * h) - slope) < 1e-5 * (1 + abs(slope))


# Elastic constants from relaxed, strained crystals
def strained_density(strain):
    factor = 1 + np.array(strain)
    start = crystal * factor + 0.01 * rng.normal(size=crystal.shape)
    energy = relax(start, crystal_neighbours, cube * factor,
                   steps=2000, ftol=1e-15, gtol=1e-8)[1]
    return energy / (atoms * volume)


e = 0.005
shear_measured = strained_density([e, -e, 0]) / e**2
bulk_measured = (strained_density([e, e, e])
                 + strained_density([-e, -e, -e])) / (9 * e**2)
assert abs(shear_measured / shear_difference - 1) < 2e-3
assert abs(bulk_measured / bulk_modulus - 1) < 2e-3

# Random tetrahedra, at fixed and at fluctuating bond lengths
tetrahedron = unit(np.array([[1., 1, 1], [1, -1, -1],
                             [-1, 1, -1], [-1, -1, 1]]))
noise = np.radians(10) / np.sqrt(2)
directions = unit(tetrahedron + noise * rng.normal(size=(60000, 4, 3)))
sample_sigma = rms_deviation(directions)
fixed_energy = np.mean(sum(energy_parts(d * directions)))
sample_ratio = fixed_energy / estimate(sample_sigma)
assert abs(sample_ratio - 1) < 0.06   # quartic terms at ten degrees
length_rms = 0.03
stretches = length_rms * rng.normal(size=(60000, 4, 1))
varied_energy = np.mean(sum(energy_parts(d * (1 + stretches) * directions)))
length_extra = (3 * alpha + beta / 2) * d**2 * length_rms**2
sample_extra = varied_energy - fixed_energy
assert abs(sample_extra / length_extra - 1) < 0.05


# Energy left after the four bond lengths at an atom relax freely
small = 0.01


def remaining_fraction(u):
    fixed = sum(energy_parts(d * u))

    def scaled(y):
        return sum(energy_parts(d * (1 + small * y)[:, None] * u)) / fixed
    return minimize(scaled, np.zeros(4), method="BFGS").fun


doublet = unit(tetrahedron * np.array([1 + small, 1 - small, 1]))
triplet = unit(tetrahedron + small * np.array([0, 0, 1]))
doublet_fraction = remaining_fraction(doublet)
triplet_fraction = remaining_fraction(triplet)
bound_factor = 1 / (1 + beta / (9 * alpha))
assert abs(doublet_fraction - 1) < 1e-3
assert abs(triplet_fraction - bound_factor) < 1e-3


# Disordered networks: A-B-C-D becomes A-C and B-D, with B-C kept
def switch_bonds(neighbours, random):
    while True:
        b = random.integers(atoms)
        c = random.choice(neighbours[b])
        a = random.choice(neighbours[b])
        q = random.choice(neighbours[c])
        if a == c or q == b or a == q:
            continue
        if a in neighbours[c] or q in neighbours[b]:
            continue
        new = neighbours.copy()
        new[a, neighbours[a] == b] = c
        new[b, neighbours[b] == a] = q
        new[c, neighbours[c] == q] = a
        new[q, neighbours[q] == c] = b
        return new


def make_network(seed):
    random = np.random.default_rng(seed)
    x, neighbours = crystal.copy(), crystal_neighbours.copy()
    for switches in range(1, 21):
        candidates = []
        for _ in range(3):
            new = switch_bonds(neighbours, random)
            position, energy = relax(x, new, cube)
            candidates.append((energy, position, new))
        energy, x, neighbours = min(candidates, key=lambda item: item[0])
        if rms_deviation(bond_vectors(x, neighbours, cube)) >= np.radians(10):
            break
    x, energy = relax(x, neighbours, cube, steps=1000, ftol=1e-12, gtol=1e-6)
    return switches, neighbours, bond_vectors(x, neighbours, cube), energy


networks = []
for seed in (1, 2, 3):
    switches, neighbours, r, total = make_network(seed)
    for atom in range(atoms):
        assert len(set(neighbours[atom])) == 4
        assert all(atom in neighbours[other] for other in neighbours[atom])
    sigma = rms_deviation(r)
    stretch, bend = (np.mean(part) for part in energy_parts(r))
    assert abs(stretch + bend - total / atoms) < 1e-9
    assert np.radians(9.5) < sigma < np.radians(14)
    ratio = (stretch + bend) / estimate(sigma)
    assert 0.8 < ratio < 1.5   # an estimate, good to tens of percent
    assert bend > stretch
    lengths = np.linalg.norm(r, axis=-1)
    networks.append((switches, np.degrees(sigma),
                     np.degrees(np.mean(bond_angles(r))),
                     100 * np.sqrt(np.mean((lengths / d - 1)**2)),
                     bend, stretch, stretch + bend, estimate(sigma), ratio))

sigma10 = np.radians(10)
main_energy = estimate(sigma10)
elastic_form = 0.75 * shear_measured * volume * sigma10**2
assert abs(elastic_form / main_energy - 1) < 2e-3
assert 0.2 < main_energy < 0.5

print(f"bond length d (rough input): {d:.1f} angstrom")
print(f"C11-C12 (rough input): {shear_difference:.2f} eV/angstrom^3")
print(f"bulk modulus B (rough input): {bulk_modulus:.2f} eV/angstrom^3")
print(f"bending constant beta: {beta:.3f} eV/angstrom^2")
print(f"stretching constant alpha: {alpha:.3f} eV/angstrom^2")
print(f"volume per atom V: {volume:.2f} angstrom^3")
print(f"tetrahedral angle: {np.degrees(theta0):.2f} degrees")
print(f"ten degrees: {sigma10:.4f} rad; squared: {sigma10**2:.5f}")
print(f"C11-C12 from strained crystal: {shear_measured:.4f} eV/angstrom^3")
print(f"B from strained crystal: {bulk_measured:.4f} eV/angstrom^3")
for degrees in (5, 10, 15):
    value = estimate(np.radians(degrees))
    print(f"estimate at {degrees} degrees: {value:.3f} eV per atom")
print(f"main result converted: {main_energy / HARTREE_EV:.5f} hartree per atom")
print(f"length-relaxation factor, formula: {bound_factor:.4f}")
print(f"length-relaxation factor, triplet: {triplet_fraction:.4f}")
print(f"length-relaxation factor, doublet: {doublet_fraction:.4f}")
print(f"harmonic lower bound: {main_energy * bound_factor:.3f} eV per atom")
print(f"random tetrahedra, rms angle: {np.degrees(sample_sigma):.2f} degrees")
print(f"random tetrahedra, energy: {fixed_energy:.3f} eV per atom")
print(f"random tetrahedra, energy/estimate: {sample_ratio:.3f}")
print(f"chosen rms length deviation: {100 * length_rms:.0f} percent")
print(f"extra energy from lengths, formula: {length_extra:.4f} eV per atom")
print(f"extra energy from lengths, sampled: {sample_extra:.4f} eV per atom")
print(f"atoms in each test network: {atoms}")
for number, item in enumerate(networks, 1):
    print(f"network {number}: bond switches {item[0]}")
    print(f"  rms angle deviation {item[1]:.2f}, mean {item[2]:.2f} degrees")
    print(f"  rms length deviation {item[3]:.2f} percent")
    print(f"  bending {item[4]:.3f}, stretching {item[5]:.3f} eV per atom")
    print(f"  total {item[6]:.3f}, estimate {item[7]:.3f} eV per atom")
    print(f"  total/estimate {item[8]:.3f}")
print("all assertions hold")
```

It prints:

```
bond length d (rough input): 2.4 angstrom
C11-C12 (rough input): 0.62 eV/angstrom^3
bulk modulus B (rough input): 0.61 eV/angstrom^3
bending constant beta: 0.859 eV/angstrom^2
stretching constant alpha: 3.095 eV/angstrom^2
volume per atom V: 21.28 angstrom^3
tetrahedral angle: 109.47 degrees
ten degrees: 0.1745 rad; squared: 0.03046
C11-C12 from strained crystal: 0.6200 eV/angstrom^3
B from strained crystal: 0.6100 eV/angstrom^3
estimate at 5 degrees: 0.075 eV per atom
estimate at 10 degrees: 0.301 eV per atom
estimate at 15 degrees: 0.678 eV per atom
main result converted: 0.01108 hartree per atom
length-relaxation factor, formula: 0.9701
length-relaxation factor, triplet: 0.9700
length-relaxation factor, doublet: 0.9999
harmonic lower bound: 0.292 eV per atom
random tetrahedra, rms angle: 9.94 degrees
random tetrahedra, energy: 0.291 eV per atom
random tetrahedra, energy/estimate: 0.978
chosen rms length deviation: 3 percent
extra energy from lengths, formula: 0.0504 eV per atom
extra energy from lengths, sampled: 0.0509 eV per atom
atoms in each test network: 64
network 1: bond switches 4
  rms angle deviation 10.65, mean 109.39 degrees
  rms length deviation 3.01 percent
  bending 0.300, stretching 0.049 eV per atom
  total 0.349, estimate 0.342 eV per atom
  total/estimate 1.021
network 2: bond switches 3
  rms angle deviation 10.99, mean 109.43 degrees
  rms length deviation 4.06 percent
  bending 0.307, stretching 0.079 eV per atom
  total 0.386, estimate 0.364 eV per atom
  total/estimate 1.060
network 3: bond switches 5
  rms angle deviation 11.54, mean 109.40 degrees
  rms length deviation 3.40 percent
  bending 0.366, stretching 0.063 eV per atom
  total 0.429, estimate 0.402 eV per atom
  total/estimate 1.068
all assertions hold
```
